Doping Density from the Slope of Inverse Squared Junction Capacitance

Before the electric field in a reverse-biased diode can be computed, a donor density must be entered into Poisson's equation. A capacitance-voltage measurement can supply it, but one must decide which feature of the data to use and how accurately the contact area must be known. A single capacitance gives the density only if the built-in potential is also known. The slope of inverse squared capacitance against voltage removes that need, while leaving a strong dependence on area.

**The junction and its sign conventions**

Let a planar contact of area A lie at x = 0, with a lightly doped n-type semiconductor at x > 0. The contact is either a metal or p-type material doped much more heavily than the n-type layer. In both cases almost the whole potential drop lies in the n-type layer; the error made for a finite p-type doping is found below in the depletion approximation.

The donor density is N(x), the permittivity is ε, and q > 0 is the elementary charge. All donors are taken to be ionized. The voltage V is that of the contact relative to the n-type bulk, so reverse bias means V < 0. SI units are used, since they are the natural ones for a device measurement.

Let φ be the electrostatic potential, and define the band bending as the potential of the bulk minus the local potential:

ψ(x) = φ(bulk) − φ(x).  (1)

At zero applied voltage the bending at the contact is the built-in potential V_bi. A positive V raises the potential of the contact and reduces this bending. Hence

ψ_s ≡ ψ(0) = V_bi − V.  (2)

Poisson's equation is φ″ = −ρ/ε, where ρ is the charge density. The minus sign in (1) turns it into

ψ″ = ρ/ε.  (3)

In the depletion approximation there are no mobile carriers for 0 < x < W, so that ρ = qN(x), and the material beyond W is neutral. Both ψ and ψ′ are set to zero at x = W.

**From potential drop to capacitance**

Integrating (3) from x to W, with ψ′(W) = 0, gives

ψ′(x) = −(q/ε) ∫ₓᵂ N(s) ds.  (4)

Since ψ(W) = 0, the bending at the contact is minus the integral of ψ′ from 0 to W:

ψ_s = (q/ε) ∫₀ᵂ dx ∫ₓᵂ N(s) ds.  (5)

A donor layer at depth s enters the inner integral for every x between 0 and s. Exchanging the order of integration therefore produces a factor s:

ψ_s = (q/ε) ∫₀ᵂ s N(s) ds.  (6)

A deeper donor contributes more to the potential drop because its field lines cross a longer distance on their way to the contact.

The positive charge in the depleted layer is

Q = qA ∫₀ᵂ N(s) ds,  (7)

and the contact carries −Q. Now let a small change of voltage move the edge by dW. Differentiating (6) and (7) with respect to their upper limit gives

dψ_s = (q/ε) W N(W) dW,  (8)

dQ = qA N(W) dW.  (9)

The small-signal capacitance is the change of charge on the contact divided by the change of its voltage. By (2), dV = −dψ_s, and the two minus signs cancel:

C = d(−Q)/dV = dQ/dψ_s.  (10)

Dividing (9) by (8) removes both N(W) and dW:

C = εA/W.  (11)

This is the formula for a parallel-plate capacitor of spacing W, although the static charge fills the whole layer. The reason is that the alternating voltage changes the charge only at the edge, at distance W from the contact. Within the depletion approximation, (11) holds for non-uniform doping too.

The capacitance alone thus gives a depth. The density appears in how fast that depth changes with voltage.

**The slope and the density**

Squaring the inverse of (11) gives

C⁻² = W²/(ε²A²).  (12)

With ε and A fixed, the chain rule yields

d(C⁻²)/dV = [2W/(ε²A²)] dW/dV.  (13)

From (8), with dψ_s = −dV,

dW/dV = −ε/[q W N(W)].  (14)

The minus sign says that the layer widens as V becomes more negative. Inserting (14) into (13), the factor W cancels, as does one power of ε:

d(C⁻²)/dV = −2/[q ε A² N(W)].  (15)

Solving for the density,

N(W) = −2/[q ε A² d(C⁻²)/dV].  (16)

The slope is negative, so the density is positive. For a p-type layer under a metal or n⁺ contact, all charges and potential differences change sign. The slope against the same V is then positive, and its magnitude gives the acceptor density.

The units confirm the powers of the area. The product of q, ε, A² and the slope has the unit C · (F/m) · m⁴ · F⁻² V⁻¹. Since 1 C = 1 F V, this is m³, and its inverse is a number density.

The inverse square is a useful variable because it cancels W in (13). The steps to (16) use a constant V_bi, but never its value. This is the advantage of the slope over a single capacitance.

**Uniform doping**

If N is constant, the integral in (6) is elementary:

ψ_s = qNW²/(2ε).  (17)

Thus W² = 2εψ_s/(qN). Substituting this and (2) into (12) gives

C⁻² = 2(V_bi − V)/(q ε N A²).  (18)

The graph is a straight line whose slope agrees with (15). In this approximation it reaches zero at V = V_bi. Real data cannot be followed to that point, since the depleted layer would have no width there and its sharp edge would lose its meaning.

**Graded doping**

Equation (16) can be applied locally to a graded layer, with (11) giving the depth. However, the neutral region then has a small field of its own, which was neglected when ψ(W) and ψ′(W) were set to zero. Its effect can be estimated while keeping the edge sharp.

Let V_T = k_BT/q be the thermal voltage. For Boltzmann electrons in equilibrium with the bulk, n is proportional to exp(−ψ/V_T). If n ≈ N in the neutral region, then ψ = V_T ln(N_bulk/N), where N_bulk is the density deep in the material. Write g = (ln N)′ at x = W. The edge values are

ψ(W) = V_T ln[N_bulk/N(W)],  ψ′(W) = −V_T g.  (19)

Keeping these values in the two integrations that led to (6) adds ψ(W) + W V_T g to ψ_s. The derivative of this addition with respect to W is −V_T g + V_T g + W V_T g′, and its first two terms cancel. Therefore

dψ_s = W [qN(W)/ε + V_T g′] dW.  (20)

By Gauss's law, Q = −εAψ′(0) when the field vanishes deep in the bulk. The edge field thus adds εA V_T g to the charge, and

dQ = A [qN(W) + ε V_T g′] dW.  (21)

The ratio of (21) to (20) is still εA/W. The density in (16), however, is replaced by

N_slope = N(W) [1 + L_D² (ln N)″],  L_D² = εV_T/(qN).  (22)

Here L_D is the Debye length, the distance over which mobile electrons screen a small potential. Equation (22) is only the leading correction in L_D. For a profile that varies over a few Debye lengths it indicates the rough size of the error rather than its value. The estimate shows that the slope of ln N must change by much less than 1/L_D over a distance L_D. A step in doping violates this condition, and the apparent profile near it must not be read as the donor profile.

**What the mobile electrons change**

The depletion edge is not sharp even for uniform doping, because some electrons enter the region near it. For a metal contact this can be treated without assuming a value of W. Let the electrons be in equilibrium with the bulk, obey Boltzmann statistics, and have density N exp(−ψ/V_T). Holes are neglected. Equation (3) becomes

ψ″ = (qN/ε)[1 − exp(−ψ/V_T)].  (23)

Multiply both sides by ψ′. The left side is the derivative of (ψ′)²/2, and the right side is also a total derivative:

d[(ψ′)²/2]/dx = (qN/ε) d[ψ + V_T exp(−ψ/V_T)]/dx.  (24)

Integrate from the contact to the deep bulk, where ψ = ψ′ = 0. With F = −ψ′(0) denoting the magnitude of the surface field,

−F²/2 = (qN/ε)[V_T − ψ_s − V_T exp(−ψ_s/V_T)].  (25)

Multiplication by −2 gives

F² = (2qN/ε){ψ_s − V_T[1 − exp(−ψ_s/V_T)]}.  (26)

Gauss's law gives the net charge as Q = εAF, so C = εA dF/dψ_s. To find this derivative, differentiate (26):

2F dF/dψ_s = (2qN/ε)[1 − exp(−ψ_s/V_T)].  (27)

Hence

C = qNA[1 − exp(−ψ_s/V_T)]/F.  (28)

When ψ_s is many times V_T, the exponentials can be dropped. Equation (28) becomes C = qNA/F, and (26) then gives

C⁻² = F²/(q²N²A²) = 2(V_bi − V − V_T)/(q ε N A²).  (29)

Compared with (18), the line is displaced by V_T along the voltage axis, while its slope is unchanged. Extrapolation to C⁻² = 0 gives

V_int = V_bi − V_T.  (30)

The density therefore needs no thermal correction in this regime, whereas the built-in potential does. Both the unchanged slope and (30) were derived for a metal contact. In a p⁺n junction, holes from the heavily doped side also enter the n-type layer near the boundary, and (23) does not describe them. They can shift the intercept further and make the line slightly curved, so neither result carries over exactly.

The opposite limit shows where the straight line ends. For ψ_s much smaller than V_T, expanding the exponential to second order turns the brace in (26) into ψ_s²/(2V_T). Then F = ψ_s/L_D, and C = εA/L_D. The capacitance stays finite in this electrostatic model, instead of diverging as (18) would suggest. Points taken at forward bias close to V_bi must therefore be left out of the fit.

**How one-sided the junction must be**

Now let the other side be p-type with uniform acceptor density N_A and the same permittivity. In the depletion approximation its depleted width W_p follows from charge balance:

N_A W_p = N W_n = Q/(qA).  (31)

Each side contributes a potential drop of the form (17), so

ψ_s = (q/2ε)(N W_n² + N_A W_p²).  (32)

Here ψ_s is the total drop across both sides. Substituting W_n = Q/(qAN) and W_p = Q/(qAN_A) gives

ψ_s = [Q²/(2qεA²)](1/N + 1/N_A).  (33)

Since C = dQ/dψ_s, its inverse is the derivative of (33):

C⁻¹ = [Q/(qεA²)](1/N + 1/N_A).  (34)

Square this, and use (33) to replace Q² by 2qεA²ψ_s/(1/N + 1/N_A). One factor of the sum remains:

C⁻² = [2ψ_s/(qεA²)](1/N + 1/N_A).  (35)

Comparison with (18) shows that the slope returns

N_slope = N N_A/(N + N_A).  (36)

Relative to N, the error is −N/(N + N_A). In the depletion approximation it vanishes for N_A ≫ N, which is the one-sided limit. The holes that enter the n-type layer of a real p⁺n junction add an error that (36) does not contain, and which need not vanish in this limit. For N_A = N, the slope returns half the donor density, although the graph is still a straight line. Linearity alone therefore does not show that a junction is one-sided.

The numerical check solves the charge balance (31) and potential drop (32) for W_n and differentiates the charge. It shares the depletion approximation with the derivation, so it tests the algebra and not that approximation. It gives N_slope/N = 0.500, 0.909 and 0.990 for N_A/N = 1, 10 and 100, in agreement with (36).

**Area and stray capacitance**

The area enters (16) squared because capacitance is proportional to area and the plotted quantity is its inverse square. If A_used is inserted in place of the true area A, the same measured slope gives

N_used/N = (A/A_used)².  (37)

For a circular contact of diameter d, A = πd²/4. If the diameter used is (1 + δ)d, then

N_used/N = (1 + δ)⁻⁴ ≈ 1 − 4δ,  (38)

where the last form holds for small δ. An overestimated diameter lowers the inferred density. It also makes the depth from (11) too large, by the factor (1 + δ)², so a whole profile is stretched in depth as well as lowered in density.

A constant stray capacitance C_p in parallel acts differently. The instrument then reads C_m = C + C_p, and dC_m/dV = dC/dV. Because d(C⁻²)/dV = −2C⁻³ dC/dV, the measured slope is smaller than the true one by the factor (C/C_m)³. Equation (16) then returns

N_used/N = (1 + C_p/C)³.  (39)

A stray capacitance of 1% of C raises the density by about 3%. Since C falls with reverse bias, the error grows with depth and can imitate a graded profile. The stray part must be subtracted before the inverse square is formed.

The planar model also neglects the field at the rim. As a rough estimate, suppose that the depleted region extends sideways by about W. The added area relative to A is then πdW/(πd²/4) = 4W/d, which should be small compared with the accuracy wanted.

**A numerical example**

Consider a model metal contact with d = 0.500 mm on a uniformly doped layer with N = 1.000 × 10²² m⁻³. The relative permittivity is 12, V_bi = 0.800 V, and the temperature is 300 K. These are chosen parameters for a semiconductor whose gap is wide enough for holes to be neglected, as in (23). Silicon would not qualify at zero voltage: with this doping and built-in potential, the equilibrium hole density at the contact would exceed the donor density. The parameters give

ε = 1.0625 × 10⁻¹⁰ F/m,  A = 1.9635 × 10⁻⁷ m²,  V_T = 0.02585 V.

Equation (23) was solved on a grid, and the net charge was differentiated with respect to voltage. The capacitances therefore do not come from (11) or (18). At the ends of the voltage range,

V = 0: C = 65.107 pF, C⁻² = 2.3591 × 10²⁰ F⁻²

V = −4 V: C = 26.217 pF, C⁻² = 14.5487 × 10²⁰ F⁻².

The slope between these points is

(2.3591 − 14.5487) × 10²⁰ F⁻² / (4 V) = −3.0474 × 10²⁰ F⁻² V⁻¹.

A line fitted to all five computed points has the same slope to the digits shown. Its largest relative departure from the points is about 2 × 10⁻⁶. Since (29) gives a straight line when the exponentials are negligible, as they are here, this small departure is numerical error. The same error affects the last digit of the capacitance at V = 0, for which (29) gives 65.106 pF.

With q = 1.60218 × 10⁻¹⁹ C and A² = 3.8553 × 10⁻¹⁴ m⁴, the factor in front of the slope in (16) is

qεA² = 6.5630 × 10⁻⁴³ C F m³.

Therefore

N = 2/(6.5630 × 10⁻⁴³ × 3.0474 × 10²⁰) m⁻³ = 1.000 × 10²² m⁻³,

or 1.000 × 10¹⁶ cm⁻³. This recovers the density put into Poisson's equation and tests (16) in the presence of mobile electrons. It does not test the assumptions shared by both calculations, such as planar geometry and complete ionization. Both also assume that the whole applied voltage falls across the depleted layer, that no deep levels or interface states change their charge with bias, and that the electrons at the edge follow the test signal. In a real diode, series resistance, an interfacial layer or traps can change the slope and the intercept, and can make them depend on frequency.

The fitted line crosses zero at V_int = 0.774 V. This lies 0.026 V below V_bi, in agreement with (30). At 400 K, with V_bi held fixed for the test, the intercept moves to 0.766 V, while the density is unchanged to the accuracy quoted. In a real contact V_bi can itself depend on temperature, so a measured shift need not equal the change in V_T.

The intercept also shows the cost of using a single capacitance. If (18) is solved for N at V = 0 with the correct V_bi of 0.800 V, the result is too high by the factor 0.800/0.774, or about 3%. The thermal correction was omitted from a potential drop that is itself less than one volt. The slope is free of this error.

From (11), the depletion width grows from 0.320 μm at zero voltage to 0.796 μm at −4 V. The larger width is 1.6 × 10⁻³ of the diameter. The rim estimate 4W/d is then about 0.6%. If it acted as a constant stray capacitance, (39) would turn it into a density error of about 2%. This is only an order-of-magnitude estimate, but it shows that the agreement in the planar calculation should not be read as the accuracy of a measurement.

The diameter can matter more. If it is taken as 0.510 mm, which is 2% too large, (38) gives 1.02⁻⁴ = 0.924. The inferred density becomes 9.24 × 10²¹ m⁻³, or 7.6% below the true value. The plot remains equally straight and its intercept does not move, so the electrical data give no warning of this error. A density wanted to 1% requires a diameter known to about 0.25%, even if every other error is absent.

A second calculation used a donor density that rises linearly from 1.000 × 10²² m⁻³ at the contact by half that value per micrometre. At V = −2 V the depletion edge lies at 0.556 μm. The local slope gives 1.2776 × 10²² m⁻³, compared with the donor density of 1.2779 × 10²² m⁻³ at that depth. The relative difference is about −2 × 10⁻⁴.

Equation (22) predicts a difference of this size. At that depth L_D² is 1.34 × 10⁻³ μm². For a linear profile (ln N)″ = −(N′/N)², which is −0.153 μm⁻² here. Their product is −2.1 × 10⁻⁴. The rounded densities do not allow a closer comparison, but the sign and size agree. The remaining bias points and the other computed values are given in the numerical output below.

Computed values

```
relative permittivity: 12.0
permittivity: 1.06250e-10 F/m
contact diameter: 0.500 mm
contact area: 1.96350e-07 m^2
donor density put in: 1.0000e+22 m^-3
built-in potential: 0.800 V
temperature: 300.0 K
thermal voltage: 0.02585 V
V = 0.0 V: C = 65.107 pF, C^-2 = 2.35912e+20 F^-2, W = 0.3204 um
V = -1.0 V: C = 43.007 pF, C^-2 = 5.40653e+20 F^-2, W = 0.4851 um
V = -2.0 V: C = 34.393 pF, C^-2 = 8.45394e+20 F^-2, W = 0.6066 um
V = -3.0 V: C = 29.487 pF, C^-2 = 1.15013e+21 F^-2, W = 0.7075 um
V = -4.0 V: C = 26.217 pF, C^-2 = 1.45487e+21 F^-2, W = 0.7957 um
fitted slope: -3.04741e+20 F^-2 V^-1
largest relative departure from line: 2.10e-06
density from slope: 9.99998e+21 m^-3
density from slope, converted: 9.99998e+15 cm^-3
voltage intercept: 0.77414 V
built-in potential minus intercept: 0.02586 V
second temperature: 400.0 K
thermal voltage at second temperature: 0.03447 V
intercept at second temperature: 0.76552 V
density at second temperature: 9.99998e+21 m^-3
graded doping, relative increase per um: 0.50
graded, V = -1.0 V: W = 0.4505 um, from slope 1.2249e+22 m^-3, actual 1.2252e+22 m^-3
graded, V = -2.0 V: W = 0.5557 um, from slope 1.2776e+22 m^-3, actual 1.2779e+22 m^-3
graded, V = -3.0 V: W = 0.6410 um, from slope 1.3203e+22 m^-3, actual 1.3205e+22 m^-3
two-sided, N_A/N = 1: density from slope / N = 0.50000
two-sided, N_A/N = 10: density from slope / N = 0.90909
two-sided, N_A/N = 100: density from slope / N = 0.99010
assumed diameter / true diameter: 1.020
density with wrong diameter: 9.23844e+21 m^-3
relative density error from diameter: -7.62 percent
largest depletion width / diameter: 1.591e-03
```
